# Ewald Energy of Periodic Point Dipoles under Conducting Boundary Conditions

## 1. Result and conventions

A cell of volume $V$ is repeated on the lattice vectors $\mathbf R$. It holds rigid point dipoles $\mathbf p_i$ at distinct positions $\mathbf r_i$. In Hartree atomic units, where two unit charges interact as $1/r$, the electrostatic energy per cell under conducting boundary conditions is

$$
\begin{aligned}
E={}&\frac12\sum_{ij}\sum_{\mathbf R}{}'\left[\mathbf p_i\cdot\mathbf p_j\,B(r)-(\mathbf p_i\cdot\mathbf r)(\mathbf p_j\cdot\mathbf r)\,C(r)\right]\\
&+\frac{2\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}\Big|\sum_i(\mathbf p_i\cdot\mathbf G)e^{i\mathbf G\cdot\mathbf r_i}\Big|^2-\frac{2\eta^3}{3\sqrt\pi}\sum_i p_i^2 .
\end{aligned}\tag{1}
$$

Here $\mathbf r=\mathbf r_i-\mathbf r_j+\mathbf R$, the vectors $\mathbf G$ are those of the reciprocal lattice, and the prime omits the term $i=j$, $\mathbf R=0$. The screened kernels are

$$
B=\frac{\mathrm{erfc}(\eta r)}{r^3}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r^2},\qquad
C=\frac{3\,\mathrm{erfc}(\eta r)}{r^5}+\frac{2\eta}{\sqrt\pi}\left(2\eta^2+\frac3{r^2}\right)\frac{e^{-\eta^2r^2}}{r^2}.\tag{2}
$$

The parameter $\eta>0$, an inverse length, divides the work between the two sums and drops out of $E$. The self term has the coefficient shown when the splitting function is $\mathrm{erfc}(\eta r)$. If the splitting is written $\mathrm{erfc}(\sqrt\alpha\,r)$ instead, then $\eta^3$ becomes $\alpha^{3/2}$.

## 2. What energy is meant

The bare interaction of two dipoles falls as $r^{-3}$, while the number of dipoles in a shell grows as $r^2$. The lattice sum therefore does not converge absolutely, and its value depends on the order of summation. A boundary condition is part of the definition.

The polarization density is $\mathbf P(\mathbf r)=\sum_{j\mathbf R}\mathbf p_j\,\delta(\mathbf r-\mathbf r_j-\mathbf R)$, and its charge density is $-\nabla\cdot\mathbf P$. Poisson's equation reads

$$\nabla^2\phi=4\pi\,\nabla\cdot\mathbf P.\tag{3}$$

Conducting, or tin-foil, boundary conditions select the solution $\phi$ that is itself periodic. The field $-\nabla\phi$ then averages to zero over a cell, provided the singular field inside the dipoles is included in the average. Physically, a surrounding conductor supplies the surface charge that cancels the macroscopic field of the sample. Two periodic solutions differ by a periodic function with zero Laplacian, which is a constant, so the field is unique.

Let $\mathbf F_i$ be the field at $\mathbf r_i$ after the bare field of dipole $i$ itself has been removed. Its periodic images remain. Let all moments grow together as $\lambda\mathbf p_i$, with $\lambda$ running from 0 to 1. The field is linear in the moments, including the part due to the conductor, so it equals $\lambda\mathbf F_i$ at that stage. Adding $\mathbf p_i\,d\lambda$ costs $-\lambda\,\mathbf p_i\cdot\mathbf F_i\,d\lambda$, and integration gives

$$E=-\frac12\sum_i\mathbf p_i\cdot\mathbf F_i.\tag{4}$$

The infinite energy needed to assemble each point dipole is thereby left out.

## 3. Splitting the potential

One dipole at the origin has the potential $-\mathbf p\cdot\nabla(1/r)=\mathbf p\cdot\mathbf r/r^3$. We write

$$\frac1r=\frac{\mathrm{erfc}(\eta r)}r+\frac{\mathrm{erf}(\eta r)}r .$$

The second part is the potential of a Gaussian charge. For a radial function $\nabla^2(u/r)=u''/r$, so for $r>0$

$$\nabla^2\frac{\mathrm{erf}(\eta r)}r=\frac1r\frac{d}{dr}\left(\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\right)=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}=-4\pi\,\frac{\eta^3}{\pi^{3/2}}e^{-\eta^2r^2}.\tag{5}$$

The function is regular at $r=0$, so no point charge is hidden there. The Gaussian density in (5) integrates to one, and its Fourier transform is $e^{-k^2/4\eta^2}$.

Correspondingly $\phi=\phi_S+\phi_L$. The potential $\phi_L$ belongs to $\mathbf P_\eta$, in which each point dipole is smeared by this Gaussian, and $\phi_S$ belongs to $\mathbf P-\mathbf P_\eta$. If both parts are periodic, their sum is the solution required by Section 2.

## 4. The real-space part

The short-range potential is the lattice sum

$$\phi_S(\mathbf r)=-\sum_{j\mathbf R}\mathbf p_j\cdot\nabla\,g(|\mathbf r-\mathbf r_j-\mathbf R|),\qquad g(r)=\frac{\mathrm{erfc}(\eta r)}r .$$

It converges absolutely because $g$ has a Gaussian tail, and it is periodic by construction. A dipole $\mathbf p_i$ in a potential has the energy $\mathbf p_i\cdot\nabla\phi$. One pair therefore contributes

$$U=-(\mathbf p_i\cdot\nabla)(\mathbf p_j\cdot\nabla)g(r).$$

For a radial function $\partial_ag=x_ag'/r$. Define $B=-g'/r$, so that $\partial_ag=-x_aB$. A second derivative gives

$$\partial_a\partial_bg=-\delta_{ab}B-x_ax_b\frac{B'}r=-\delta_{ab}B+x_ax_bC,\qquad C=-\frac{B'}r,$$

and hence

$$U=\mathbf p_i\cdot\mathbf p_j\,B-(\mathbf p_i\cdot\mathbf r)(\mathbf p_j\cdot\mathbf r)\,C.\tag{6}$$

Since $\frac{d}{dr}\mathrm{erfc}(\eta r)=-(2\eta/\sqrt\pi)e^{-\eta^2r^2}$,

$$g'=-\frac{\mathrm{erfc}(\eta r)}{r^2}-\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}r,$$

which gives $B$ in (2) after division by $-r$. Differentiating $B$,

$$
\begin{aligned}
B'&=-\frac{3\,\mathrm{erfc}(\eta r)}{r^4}-\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r^3}-\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\left(\frac{2\eta^2}r+\frac2{r^3}\right)\\
&=-\frac{3\,\mathrm{erfc}(\eta r)}{r^4}-\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\left(\frac{2\eta^2}r+\frac3{r^3}\right),
\end{aligned}
$$

and $-B'/r$ is the stated $C$. For $\eta\to0$ at fixed $r$, $B\to r^{-3}$ and $C\to3r^{-5}$, which is the bare dipole interaction.

## 5. The reciprocal-space part

The Fourier coefficients of the smeared polarization are

$$\mathbf P_{\mathbf G}=\frac{e^{-G^2/4\eta^2}}V\sum_j\mathbf p_j\,e^{-i\mathbf G\cdot\mathbf r_j}.$$

Equation (3) becomes $-G^2\phi_{\mathbf G}=4\pi i\,\mathbf G\cdot\mathbf P_{\mathbf G}$. For $\mathbf G\neq0$ this gives $\phi_{\mathbf G}=-4\pi i\,\mathbf G\cdot\mathbf P_{\mathbf G}/G^2$. For $\mathbf G=0$ both sides vanish, and $\phi_0$ is a constant that produces no field. Thus

$$\phi_L(\mathbf r)=-\frac{4\pi i}V\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}\sum_j(\mathbf p_j\cdot\mathbf G)\,e^{i\mathbf G\cdot(\mathbf r-\mathbf r_j)}.$$

The gradient brings down $i\mathbf G$, and $(-i)(i)=1$. The contribution to (4) is

$$\frac12\sum_i\mathbf p_i\cdot\nabla\phi_L(\mathbf r_i)=\frac{2\pi}V\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}\sum_{ij}(\mathbf p_i\cdot\mathbf G)(\mathbf p_j\cdot\mathbf G)e^{i\mathbf G\cdot(\mathbf r_i-\mathbf r_j)}.$$

The double sum over $i,j$ is the squared modulus in (1).

Continuing the summand to small $\mathbf k$ would give $(\mathbf M\cdot\mathbf k)^2/k^2$, with $\mathbf M=\sum_i\mathbf p_i$. This depends on the direction of $\mathbf k$ and has no unique limit. Requiring a periodic potential settles the matter: a uniform field would need a potential linear in $\mathbf r$, which is not periodic.

## 6. The self term

To obtain $\mathbf F_i$ we must remove from $\phi$ the bare potential of dipole $i$ in the home cell,

$$-\mathbf p_i\cdot\nabla\frac1r=-\mathbf p_i\cdot\nabla\frac{\mathrm{erfc}(\eta r)}r-\mathbf p_i\cdot\nabla\frac{\mathrm{erf}(\eta r)}r,$$

where $\mathbf r$ is now measured from $\mathbf r_i$. Removing the first part deletes one term of $\phi_S$, which is the meaning of the prime. The second part is contained in $\phi_L$, where the reciprocal sum includes every dipole, and it must be subtracted explicitly. This adds the potential $+\mathbf p_i\cdot\nabla[\mathrm{erf}(\eta r)/r]$ and the energy

$$E_i^{\rm self}=\frac12(\mathbf p_i\cdot\nabla)^2\frac{\mathrm{erf}(\eta r)}r\bigg|_{r=0}.$$

From $\mathrm{erf}(x)=(2/\sqrt\pi)(x-x^3/3+\dots)$,

$$\frac{\mathrm{erf}(\eta r)}r=\frac{2\eta}{\sqrt\pi}\left(1-\frac{\eta^2r^2}3+\dots\right).$$

The constant has no gradient, $(\mathbf p_i\cdot\nabla)^2r^2=2p_i^2$, and higher terms vanish at the origin. Therefore

$$E_i^{\rm self}=\frac12\cdot\frac{2\eta}{\sqrt\pi}\cdot\left(-\frac{\eta^2}3\right)\cdot2p_i^2=-\frac{2\eta^3p_i^2}{3\sqrt\pi}.\tag{7}$$

This completes (1). For charges the self term comes from the value of the smooth potential at its centre and scales as $\eta$. For dipoles it comes from the curvature there, hence $\eta^3$.

The same number follows in $k$ space. The energy of one dipole in its own smooth field is

$$\frac12\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}(\mathbf p\cdot\mathbf k)^2e^{-k^2/4\eta^2}=\frac{p^2}{3\pi}\int_0^\infty k^2e^{-k^2/4\eta^2}dk=\frac{p^2}{3\pi}\,2\sqrt\pi\,\eta^3=\frac{2\eta^3p^2}{3\sqrt\pi},$$

where the angular average of $(\mathbf p\cdot\mathbf k)^2$ is $p^2k^2/3$. This positive energy is what (7) takes away. For $p=1$ and $\eta=0.3$, numerical integration gives 0.0101554 hartree, in agreement with the formula.

Neither $\phi$ nor the removed bare field depends on $\eta$, so $E$ does not either.

## 7. The limit of small $\eta$ and the spherical sum

As $\eta\to0$ the self term vanishes as $\eta^3$, and the reciprocal sum vanishes exponentially. The real-space sum must then carry all of $E$. To see what it becomes, split (6) into a traceless and an isotropic part:

$$U=\frac{r^2C}3\left[\mathbf p_i\cdot\mathbf p_j-3(\mathbf p_i\cdot\hat{\mathbf r})(\mathbf p_j\cdot\hat{\mathbf r})\right]+\mathbf p_i\cdot\mathbf p_j\left(B-\frac{r^2C}3\right).$$

From (2), the error functions and the $1/r^2$ terms cancel in the last bracket:

$$B-\frac{r^2C}3=-\frac{4\eta^3}{3\sqrt\pi}e^{-\eta^2r^2}.$$

The first part is the bare interaction multiplied by the smooth radial weight $r^5C/3$, which tends to 1 for $\eta r\ll1$ and to 0 for $\eta r\gg1$. Its limit is the bare sum over a growing sphere, $E_{\rm sph}$. The second part is weak but reaches over a volume of order $\eta^{-3}$. For small $\eta$ the lattice sum of the Gaussian becomes an integral, $\sum_{\mathbf R}e^{-\eta^2r^2}\to\pi^{3/2}/(V\eta^3)$, so this part tends to

$$\frac12\sum_{ij}\mathbf p_i\cdot\mathbf p_j\left(-\frac{4\eta^3}{3\sqrt\pi}\right)\frac{\pi^{3/2}}{V\eta^3}=-\frac{2\pi M^2}{3V}.$$

Hence

$$E=E_{\rm sph}-\frac{2\pi M^2}{3V}.\tag{8}$$

**Other shapes.** A uniformly polarized ellipsoid in vacuum has the macroscopic field $-4\pi N_aM_a/V$ along its principal axis $a$, with depolarization factors $N_a$ that add to 1. Conducting boundaries remove this field. Inserting it in (4) gives

$$E_{\rm vac}=E+\frac{2\pi}V\sum_aN_aM_a^2,\tag{9}$$

which reduces to (8) for $N_a=1/3$. For a long needle polarized along its axis the extra term tends to zero. For $\mathbf M=0$ it is absent for every ellipsoid.

**Simple cubic lattice.** With one dipole per cell, cubic symmetry makes the tensor of the spherical sum a multiple of the unit matrix. Its trace is zero, so $E_{\rm sph}=0$ and $E=-2\pi p^2/(3a^3)$. By (4) the local field is $4\pi p/(3a^3)$, the Lorentz field $4\pi P/3$. For $a=8$ bohr and $p=1$ $e$ bohr, both (1) and this formula give $-0.0040906$ hartree.

## 8. Worked example

The model cell is tetragonal with edges 8, 8 and 10 bohr, so $V=640$ bohr³. The dipoles are $\mathbf p_1=(0,0,1)$ at the origin and $\mathbf p_2=(0.5,0,0.5)$ at $(4,4,4)$, in $e$ bohr and bohr. Then $\sum p_i^2=1.5$ and $\mathbf M=(0.5,0,1.5)$.

**One pair.** For $\mathbf r=(-4,-4,-4)$, $r=6.928$ bohr and $\eta=0.3$, the kernels are $B=1.0368\times10^{-4}$ bohr⁻³ and $C=2.3364\times10^{-5}$ bohr⁻⁵. With $\mathbf p_1\cdot\mathbf p_2=0.5$ and $\mathbf p_1\cdot\mathbf r=\mathbf p_2\cdot\mathbf r=-4$,

$$U=0.5\,B-16\,C=-3.220\times10^{-4}\ \text{hartree}.$$

The orders $(i,j)$ and $(j,i)$ both occur in (1), so the factor $\frac12$ leaves this pair counted once.

**The three parts**, in hartree:

| $\eta$ (bohr⁻¹) | real | reciprocal | self |
|---|---|---|---|
| 0.2 | −0.0035786 | 0.0009667 | −0.0045135 |
| 0.3 | −0.0007140 | 0.0088216 | −0.0152331 |
| 0.4 | −0.0000482 | 0.0290309 | −0.0361081 |

Each row adds to

$$E=-0.0071255\ \text{hartree}=-193.89\ \text{meV per cell}.$$

At $\eta=0.4$ the self term is about five times the total, so a large $\eta$ means subtracting larger numbers.

The self coefficient can be read from the two lattice sums alone. Real plus reciprocal is $-0.0026120$ at $\eta=0.2$ and $0.0289827$ at $\eta=0.4$. Their difference must be the coefficient times $(0.4^3-0.2^3)\times1.5=0.084$:

$$\frac{0.0315946}{0.084}=0.37613=\frac2{3\sqrt\pi}.$$

**Samples in vacuum.** The bare $r^{-3}$ interaction was also summed directly, with a smooth spheroidal cutoff whose long axis is $z$. For a sphere, (8) predicts the extra energy $2\pi(2.5)/(3\times640)=0.0081812$ hartree.

| aspect ratio | $N_z$ | direct sum | shape term |
|---|---|---|---|
| 1 | 0.3333 | 0.0010558 | 0.0081812 |
| 2 | 0.1736 | −0.0022774 | 0.0048481 |
| 4 | 0.0754 | −0.0043251 | 0.0028003 |

In each row the direct sum minus the shape term is $-0.0071255$ hartree. The boundary condition even decides the sign here: the energy is positive for the sphere and negative under conducting conditions. A needle along $z$ would not quite reach $E$, because $M_x\neq0$ and $N_x\to\frac12$ leave the term $\pi M_x^2/V$.

**A cell without symmetry.** The same comparison was made for lattice vectors $(7,0,0)$, $(1.2,7.5,0)$, $(-0.8,1,8)$ and dipoles $(0.3,-0.5,0.9)$, $(-0.7,0.2,0.4)$, $(0.1,0.8,0.6)$ at $(0,0,0)$, $(3.1,2.2,4.3)$, $(1,5,2.5)$. Equation (1) with $\eta=0.35$ gives $-0.0058322$ hartree. Direct sums at aspect ratios 1 and 2, corrected by (9), agree with it to $2\times10^{-15}$ hartree.

## 9. Range of the model

**Finite length.** Replace each point dipole by charges $\pm p/d$ a distance $d$ apart, centred on the dipole's position, and remove each pair's own attraction $-p^2/d^3$. In a smooth potential such a pair has the energy

$$\frac pd\left[\phi\left(\tfrac d2\right)-\phi\left(-\tfrac d2\right)\right]=p\left(\phi'+\frac{d^2}{24}\phi'''+\dots\right),$$

with derivatives along the dipole. Odd powers of $d$ cancel, so the leading error is of order $d^2$. For the tetragonal cell, the Ewald sum for charges differs from $E$ by $-6.85\times10^{-6}$, $-1.91\times10^{-6}$ and $-4.89\times10^{-7}$ hartree at $d=1$, 0.5 and 0.25 bohr. Successive ratios are 3.6 and 3.9, approaching 4. Eliminating the $d^2$ term between the two shortest lengths gives $-0.00712549$ hartree, within $2\times10^{-8}$ hartree of the point-dipole value. At $d=1$ bohr the point approximation differs from this charge-pair model by 0.1% of $E$. That is not the error for a real molecule, because a centred pair has no quadrupole moment. An axial quadrupole $\sum q\,(3z^2-r^2)/2=1.7$ $e$ bohr² on each dipole, with $z$ along the dipole, is about that of hydrogen fluoride taken about its centre of mass. For a polar molecule this value depends on the origin, and about the bond midpoint it is near 0.6. It raises the energy of this cell by about $5.7\times10^{-4}$ hartree, roughly 8% of $|E|$. A quadrupole of the opposite sign would lower the energy by about 12% of $|E|$, because the dipole–quadrupole term changes sign and the quadrupole–quadrupole term does not. The expansion requires $d$ to be small compared with the distance between dipoles.

**Polarizability.** The moments are of the order found in small polar molecules, but real molecules also polarize. By (4), the mean field component along the dipoles, weighted by their moments, is about $2\times0.0071/(1+0.71)\approx0.008$ atomic units. With a round polarizability $\alpha=10$ bohr³, the induction energy $-\frac12\alpha F^2$ is roughly $-3\times10^{-4}$ hartree per dipole, or about a tenth of $E$ for the two. This is an order-of-magnitude estimate that leaves out transverse fields and mutual enhancement. Including both, with the same isotropic $\alpha$ at each site, gives about $-1.0\times10^{-3}$ hartree for the two dipoles, or 14% of $E$. For polarizable molecules this omission can therefore matter far more than the finite length. Permanent quadrupoles and higher moments, short-range repulsion and dispersion are also absent, so $E$ is the dipolar part of the electrostatic energy and not a cohesive energy.

**Applied fields.** If the conductor is held at a potential difference that imposes a uniform field $\mathbf E_0$, the term $-\mathbf M\cdot\mathbf E_0$ is added for rigid dipoles, provided the work of the voltage source is counted. A constant that does not depend on the dipoles is left out. It has no factor $\frac12$, because that field is not produced by the dipoles. The full numerical output follows these notes.

## Numbers as computed

```
Cell edges a, b, c (bohr): 8.0 8.0 10.0
Cell volume (bohr^3): 640.0
Dipole 1 position (bohr): 0.0 0.0 0.0
Dipole 1 moment (e bohr): 0.0 0.0 1.0
Dipole 2 position (bohr): 4.0 4.0 4.0
Dipole 2 moment (e bohr): 0.5 0.0 0.5
Cell dipole M (e bohr): 0.5 0.0 1.5
Sum of p^2 (e^2 bohr^2): 1.500
In-cell pair distance (bohr): 6.928203
B at that distance, eta=0.3 (bohr^-3): 1.036847e-04
C at that distance, eta=0.3 (bohr^-5): 2.336352e-05
Screened energy of that pair (hartree): -3.219739e-04
eta=0.2 /bohr: real, reciprocal, self, total (hartree):
  -0.0035786345  0.0009666796  -0.0045135167  -0.0071254716
eta=0.3 /bohr: real, reciprocal, self, total (hartree):
  -0.0007139943  0.0088216414  -0.0152331188  -0.0071254716
eta=0.4 /bohr: real, reciprocal, self, total (hartree):
  -0.0000482340  0.0290308958  -0.0361081333  -0.0071254716
Self coefficient from lattice sums: 0.3761263890
Self coefficient 2/(3 sqrt(pi)): 0.3761263890
k-space self integral, p=1, eta=0.3 (hartree): 0.0101554125
Energy per cell, conducting (hartree): -0.0071254716
Energy per cell, conducting (meV): -193.8940
Vacuum spheroid, aspect 1: N_z = 0.333333
  direct sum, shape term (hartree): 0.0010557593  0.0081812309
Vacuum spheroid, aspect 2: N_z = 0.173564
  direct sum, shape term (hartree): -0.0022773707  0.0048481008
Vacuum spheroid, aspect 4: N_z = 0.075407
  direct sum, shape term (hartree): -0.0043251306  0.0028003410
Charge pairs of length 1.0 bohr (hartree): -0.0071323210
  difference from point dipoles (hartree): -6.849e-06
Charge pairs of length 0.5 bohr (hartree): -0.0071273799
  difference from point dipoles (hartree): -1.908e-06
Charge pairs of length 0.25 bohr (hartree): -0.0071259610
  difference from point dipoles (hartree): -4.894e-07
Pair energy extrapolated to length 0 (hartree): -0.0071254880
Simple cubic, a=8 bohr, p=1: Ewald (hartree): -0.0040906154
Simple cubic, -2 pi p^2/(3 a^3) (hartree): -0.0040906154
Triclinic cell, three dipoles: Ewald (hartree): -0.0058322066
Triclinic largest error vs direct sums (hartree): 1.7e-15
```
